# Surface Capture of Physisorbed Radicals by an Isolated Circular Recombination Site: test program

```python
"""
Capture of physisorbed radicals by an isolated circular recombination site.

Result under test: J = 2 pi a L F K1(a/L) / K0(a/L), with L = sqrt(D tau).
  F   flux of radicals that physisorb     D    surface diffusion coefficient
  tau mean time before desorption         a    radius of the absorbing disc
  L   diffusion length                    J    radicals captured at the edge per time
Scaled quantities: x = a/L, g = n/(F tau), S = a g'(a) = x K1(x)/K0(x),
so that J = 2 pi D F tau S and the collecting area is J/F = 2 pi L^2 S.
Radicals that land directly on the disc add pi a^2 F.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import i0, i1, k0, k1, k0e, k1e


def edge_slope(x):
    """Scaled edge slope S for an isolated, perfectly absorbing disc."""
    return x * k1e(x) / k0e(x)


def cell_slope(x, x_outer):
    """Scaled edge slope when no radicals cross an outer circle."""
    top = k1(x) * i1(x_outer) - i1(x) * k1(x_outer)
    bottom = k0(x) * i1(x_outer) + i0(x) * k1(x_outer)
    return x * top / bottom


def numerical_slope(x, x_outer, beta=None):
    """Solve the radial balance in u = ln(r/a), without Bessel functions."""
    def balance(u, y):
        return np.vstack((y[1], (x * np.exp(u))**2 * (y[0] - 1)))

    def boundary(inner, outer):
        edge = inner[0] if beta is None else inner[1] - beta * inner[0]
        return np.array([edge, outer[1]])

    u = np.linspace(0, np.log(x_outer / x), 400)
    guess = np.vstack((1 - np.exp(-u), np.exp(-u)))
    solution = solve_bvp(balance, boundary, u, guess, tol=1e-8, max_nodes=30000)
    assert solution.success, solution.message
    return solution.sol(0.0)[1]


def lattice_capture(trap, width, length, hop_over_L, entry_factor=1.0):
    """J/(D F tau) on a periodic square lattice; entry_factor scales last hops."""
    is_trap = np.zeros((width, length), dtype=bool)
    for i, j in trap:
        is_trap[i % width, j % length] = True
    index = np.arange(width * length).reshape(width, length)
    diagonal = np.full((width, length), hop_over_L**2)
    entry = np.zeros((width, length))
    rows, columns = [], []
    for axis in (0, 1):
        for shift in (-1, 1):
            neighbour = np.roll(index, shift, axis)
            neighbour_trap = np.roll(is_trap, shift, axis)
            diagonal += np.where(neighbour_trap, entry_factor, 1.0)
            entry += entry_factor * neighbour_trap
            free_pair = ~is_trap & ~neighbour_trap
            rows.append(index[free_pair])
            columns.append(neighbour[free_pair])
    diagonal[is_trap] = 1.0
    source = np.where(is_trap, 0.0, hop_over_L**2)
    rows, columns = np.concatenate(rows), np.concatenate(columns)
    links = coo_matrix((np.ones(rows.size), (rows, columns)),
                       shape=(index.size, index.size))
    matrix = (diags(diagonal.ravel()) - links).tocsc()
    density = spsolve(matrix, source.ravel()).reshape(width, length)
    return np.sum(entry[~is_trap] * density[~is_trap])


def walk_capture(start, hop_over_L, walkers, seed):
    """Fraction of random walkers that reach the five-site trap before desorbing."""
    rng = np.random.default_rng(seed)
    moves = np.array([[1, 0], [-1, 0], [0, 1], [0, -1]])
    desorb = 1 / (1 + 4 / hop_over_L**2)
    position = np.tile(np.array([start, 0]), (walkers, 1))
    captured = 0
    while len(position):
        position = position[rng.random(len(position)) >= desorb]
        position = position + moves[rng.integers(4, size=len(position))]
        hit = np.abs(position).sum(axis=1) <= 1
        captured += np.count_nonzero(hit)
        position = position[~hit]
    return captured / walkers


# Example inputs: rough typical values for O atoms on an oxide-like surface
temperature = 300.0        # K
pressure_mtorr = 1.0       # mTorr, radical partial pressure
mass_u = 15.999            # atomic mass units
E_des, E_hop = 0.30, 0.15  # eV
attempt = 1e13             # 1/s
hop = 0.3                  # nm
radius = 0.3               # nm
site_density = 0.01        # 1/nm^2
extra_barrier = 0.05       # eV, used to size an imperfect site
energy_shift = 0.05        # eV, used to size an error in desorption energy

kT = const.k * temperature / const.e
mass = mass_u * const.atomic_mass
pressure = pressure_mtorr * 1e-3 * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass * const.k * temperature) * 1e-18
D = attempt * hop**2 / 4 * np.exp(-E_hop / kT)
tau = np.exp(E_des / kT) / attempt
L = np.sqrt(D * tau)
x = radius / L
S = edge_slope(x)
density_far = flux * tau
area_diff = 2 * np.pi * L**2 * S
area_direct = np.pi * radius**2
J = flux * area_diff
cell_radius = 1 / np.sqrt(np.pi * site_density)

# Radial boundary-value problem against the Bessel formulas
worst_isolated = 0.0
for value in (0.01, x, 1.0, 5.0):
    numeric = numerical_slope(value, value + 15)
    worst_isolated = max(worst_isolated, abs(numeric / edge_slope(value) - 1))
assert worst_isolated < 1e-5
for beta in (0.1, 1.0, 10.0):
    numeric = numerical_slope(x, x + 15, beta)
    assert abs(numeric / (S / (1 + S / beta)) - 1) < 1e-5
S_cell = cell_slope(x, cell_radius / L)
for outer in (0.5, cell_radius / L, 5.0):
    numeric = numerical_slope(x, outer)
    assert abs(numeric / cell_slope(x, outer) - 1) < 1e-5

# The missing desorption over the whole plane must equal the capture
deficit = quad(lambda rho: rho * k0(rho), x, x + 40, epsabs=1e-12, limit=200)[0]
assert abs(deficit / k0(x) / S - 1) < 1e-8

# Small-disc and large-disc limits
small = 1e-3
assert abs(edge_slope(small) * (np.log(2 / small) - np.euler_gamma) - 1) < 2e-5
large = 50.0
assert abs(edge_slope(large) / large / (1 + 1 / (2 * large)) - 1) < 1e-4
S_log = 1 / (np.log(2 / x) - np.euler_gamma)

# Capture probability: random walk against the K0 ratio.
# Tolerance covers sampling noise and the finite hop length.
start = 10
p_walk = walk_capture(start, hop / L, 40000, 7)
p_formula = k0(start * hop / L) / k0(x)
assert abs(p_walk - p_formula) < 0.012

# Lattice traps: five sites (centre and neighbours), then a single site
plus = [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)]
size = 161
Q_plus = lattice_capture(plus, size, size, hop / L)
Q_single = lattice_capture([(0, 0)], size, size, hop / L)
assert abs(Q_plus / (2 * np.pi * S) - 1) < 0.05  # hop length equals disc radius


def equivalent_radius(capture):
    return L * brentq(lambda z: 2 * np.pi * edge_slope(z) - capture, 1e-5, 2.0)


# Extra barrier on the twelve last hops into the five-site trap
boltzmann = np.exp(-extra_barrier / kT)
Q_barrier = lattice_capture(plus, size, size, hop / L, boltzmann)
beta_barrier = 12 / (2 * np.pi * (1 / boltzmann - 1))
S_barrier = S / (1 + S / beta_barrier)
assert abs(Q_barrier / (2 * np.pi * S_barrier) - 1) < 0.05  # uneven edge flux

# Surface rolled into a cylindrical pore
pore_sites = 21
Q_pore = lattice_capture(plus, pore_sites, size, hop / L)
pore_radius = pore_sites * hop / (2 * np.pi)

# Other neglected effects
pair_loss = 4 * np.pi * L**2 * density_far * edge_slope(hop / L)
wigner = 1 + (const.h * attempt / (const.k * temperature))**2 / 24
L_wigner = L * np.sqrt(wigner)
area_wigner = 2 * np.pi * L_wigner**2 * edge_slope(radius / L_wigner)
L_shift = L * np.exp(energy_shift / (2 * kT))
area_shift = 2 * np.pi * L_shift**2 * edge_slope(radius / L_shift)
area_shift_cell = 2 * np.pi * L_shift**2 * cell_slope(
    radius / L_shift, cell_radius / L_shift)
hot = 400.0
L_hot = hop / 2 * np.exp((E_des - E_hop) / (2 * const.k * hot / const.e))
area_hot = 2 * np.pi * L_hot**2 * edge_slope(radius / L_hot)

print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"O-atom partial pressure: {pressure_mtorr:.1f} mTorr; mass: {mass_u} u")
print(f"Desorption energy: {E_des:.2f} eV; hopping barrier: {E_hop:.2f} eV")
print(f"Attempt frequency: {attempt:.1e} 1/s; hop length: {hop:.2f} nm")
print(f"Site radius a: {radius:.2f} nm; site density: {site_density:.3f} 1/nm^2")
print(f"Arrival flux F: {flux:.1f} 1/(nm^2 s)")
print(f"Diffusion coefficient D: {D:.4e} nm^2/s")
print(f"Residence time tau: {tau:.4e} s")
print(f"Diffusion length L: {L:.4f} nm; a/L: {x:.5f}")
print(f"Far radical density F tau: {density_far:.4e} 1/nm^2")
print(f"K0(a/L): {k0(x):.5f}; K1(a/L): {k1(x):.5f}; K1/K0: {k1(x)/k0(x):.5f}")
print(f"Scaled edge slope S: {S:.5f}")
print(f"Diffusive capture rate J: {J:.4e} 1/s")
print(f"Direct capture rate: {flux*area_direct:.4e} 1/s")
print(f"Total capture rate: {J+flux*area_direct:.4e} 1/s")
print(f"Mean time between captures: {1/(J+flux*area_direct):.4e} s")
print(f"Diffusive collecting area J/F: {area_diff:.3f} nm^2")
print(f"Direct collecting area: {area_direct:.4f} nm^2")
print(f"Ratio diffusive/direct: {area_diff/area_direct:.2f}")
print(f"Loss probability, isolated sites: {site_density*(area_diff+area_direct):.4f}")
print(f"S from small-disc logarithm: {S_log:.5f}; relative error: {S_log/S-1:+.4f}")
print(f"Largest relative error, radial solution: {worst_isolated:.1e}")
print(f"Capture probability from {start*hop:.1f} nm, K0 ratio: {p_formula:.4f}")
print(f"Capture probability from {start*hop:.1f} nm, random walk: {p_walk:.4f}")
print(f"Cell radius: {cell_radius:.3f} nm; cell area: {1/site_density:.1f} nm^2")
print(f"Neighbouring sites, capture cell/isolated: {S_cell/S:.4f}")
area_cell = 2 * np.pi * L**2 * S_cell
print(f"Loss probability, cell model: {site_density*(area_cell+area_direct):.4f}")
print(f"Five-site lattice trap, capture/continuum: {Q_plus/(2*np.pi*S):.4f}")
print(f"Five-site trap, equivalent radius: {equivalent_radius(Q_plus):.4f} nm")
print(f"One-site lattice trap, capture/continuum: {Q_single/(2*np.pi*S):.4f}")
print(f"One-site trap, equivalent radius: {equivalent_radius(Q_single):.4f} nm")
print(f"Extra reaction barrier: {extra_barrier:.2f} eV; beta: {beta_barrier:.4f}")
print(f"Capture with/without barrier, lattice: {Q_barrier/Q_plus:.4f}")
print(f"Capture with/without barrier, resistance sum: {S_barrier/S:.4f}")
print(f"Pore radius: {pore_radius:.3f} nm; capture pore/plane: {Q_pore/Q_plus:.4f}")
print(f"Mobile-pair loss rate/desorption rate: {pair_loss:.3e}")
print(f"Wigner factor on hop rate: {wigner:.4f}")
print(f"Capture with/without Wigner factor: {area_wigner/area_diff:.4f}")
print(f"Desorption energy raised by {energy_shift:.2f} eV, L: {L_shift:.3f} nm")
print(f"Raised energy, isolated collecting area: {area_shift:.2f} nm^2")
print(f"Raised energy, cell collecting area: {area_shift_cell:.2f} nm^2")
print(f"At {hot:.0f} K, L: {L_hot:.4f} nm; diffusive area: {area_hot:.3f} nm^2")
print("finished without a failed check")
```

Output:

```
Temperature: 300 K; kT: 0.02585 eV
O-atom partial pressure: 1.0 mTorr; mass: 15.999 u
Desorption energy: 0.30 eV; hopping barrier: 0.15 eV
Attempt frequency: 1.0e+13 1/s; hop length: 0.30 nm
Site radius a: 0.30 nm; site density: 0.010 1/nm^2
Arrival flux F: 5070.4 1/(nm^2 s)
Diffusion coefficient D: 6.7966e+08 nm^2/s
Residence time tau: 1.0959e-08 s
Diffusion length L: 2.7292 nm; a/L: 0.10992
Far radical density F tau: 5.5567e-05 1/nm^2
K0(a/L): 2.33396; K1(a/L): 8.94184; K1/K0: 3.83118
Scaled edge slope S: 0.42113
Diffusive capture rate J: 9.9933e+04 1/s
Direct capture rate: 1.4336e+03 1/s
Total capture rate: 1.0137e+05 1/s
Mean time between captures: 9.8652e-06 s
Diffusive collecting area J/F: 19.709 nm^2
Direct collecting area: 0.2827 nm^2
Ratio diffusive/direct: 69.71
Loss probability, isolated sites: 0.1999
S from small-disc logarithm: 0.43031; relative error: +0.0218
Largest relative error, radial solution: 2.1e-11
Capture probability from 3.0 nm, K0 ratio: 0.1568
Capture probability from 3.0 nm, random walk: 0.1519
Cell radius: 5.642 nm; cell area: 100.0 nm^2
Neighbouring sites, capture cell/isolated: 0.9681
Loss probability, cell model: 0.1936
Five-site lattice trap, capture/continuum: 0.9732
Five-site trap, equivalent radius: 0.2798 nm
One-site lattice trap, capture/continuum: 0.5988
One-site trap, equivalent radius: 0.0584 nm
Extra reaction barrier: 0.05 eV; beta: 0.3227
Capture with/without barrier, lattice: 0.4373
Capture with/without barrier, resistance sum: 0.4339
Pore radius: 1.003 nm; capture pore/plane: 0.9318
Mobile-pair loss rate/desorption rate: 2.190e-03
Wigner factor on hop rate: 1.1066
Capture with/without Wigner factor: 1.0850
Desorption energy raised by 0.05 eV, L: 7.178 nm
Raised energy, isolated collecting area: 98.00 nm^2
Raised energy, cell collecting area: 59.86 nm^2
At 400 K, L: 1.3214 nm; diffusive area: 6.355 nm^2
finished without a failed check
```
